# Counterion Polarization of a Sphere: Which Field Sets the Relaxation Time

## The decision in the calculation

A program for the dielectric spectrum of a suspension of charged spheres has to place a relaxation time somewhere. It can go into the permittivity of the particle, before the electrostatic problem is solved, or into the permittivity of the finished suspension. The two choices differ. For spheres of radius $R$ whose counterions diffuse along the surface with coefficient $D$, the time

$$\tau=\frac{R^2}{2D}$$

belongs in the particle. It describes how the ions respond to a given field inside the sphere. The response to a given applied field has another time, which depends on the medium. In a well-conducting electrolyte whose screening layer is thin enough (the condition is given below) it is close to $\tau$; in an insulating liquid it can be several times shorter. The same question arises in reverse when $D$ is extracted from a measured loss peak.

The formula to implement is

$$\varepsilon_p(\omega)=\varepsilon_i+\frac{\Delta}{1+i\omega\tau},\qquad \Delta=\frac{4\pi q^2\sigma_0R}{kT}, \tag{1}$$

where $\varepsilon_i$ is the permittivity of the bare sphere, $q$ the ion charge, $\sigma_0$ the mean number of counterions per unit area and $kT$ the thermal energy.

## Model and conventions

Units are Gaussian and fields vary as $e^{i\omega t}$, so a lossy permittivity is $\varepsilon'-i\varepsilon''$ with $\varepsilon''>0$. For the opposite time factor, take complex conjugates. In SI units, $\Delta=q^2\sigma_0R/(\epsilon_0kT)$, $4\pi K$ becomes $K/\epsilon_0$ for any conductivity $K$, and $4\pi$ times a charge density or polarization becomes that quantity divided by $\epsilon_0$. The time $\tau$, the ratio Du, equation (3) and the ion dipole $P$ (whose $4\pi$ is geometric) are unchanged. Neither $\hbar$ nor the electron mass enters, because the motion is classical and diffusive.

The assumptions are these.

- The sphere is an insulator. Its counterions move on the surface and do not leave it.
- The ions interact through the mean electric field alone.
- The medium has permittivity $\varepsilon_e$ and a uniform conductivity $K_e$. Gradients of salt concentration are left out, and the charge that the medium brings to the particle is placed at the surface itself. With $\lambda$ the Debye length, this needs $\lambda\ll R$ and also $\beta=\Delta\lambda/(\varepsilon_eR)\ll1$; the second condition is the stricter one when $\Delta>\varepsilon_e$ and is discussed in the last section.
- The response is linear in the field.

Without an applied field, the mean counterion charge and the charges that neutralize it are spread uniformly over the sphere. They produce no tangential field and drop out of the linear problem.

## Diffusion and drift on the sphere

Let $\theta$ be the angle from the field axis and $\mu=\cos\theta$. The disturbance is proportional to $\mu$, so the potential inside is $-E_i r\mu$, with a uniform field $E_i$. At the surface the tangential field is

$$E_\theta=-\frac1R\frac{\partial}{\partial\theta}\left(-E_iR\cos\theta\right)=-E_i\sin\theta .$$

The potential is continuous across the surface, so the ions feel this same tangential field whichever side they are assigned to. By the Einstein relation their mobility (velocity per unit force) is $D/kT$. With $n$ the number of ions per unit area, the surface flux is

$$J=-\frac DR\frac{\partial n}{\partial\theta}+\frac{qD}{kT}\,nE_\theta .$$

Since $\partial/\partial\theta=-\sin\theta\,\partial/\partial\mu$, this becomes

$$J=\frac{D\sin\theta}{R}\left(\frac{\partial n}{\partial\mu}-an\right),\qquad a=\frac{qE_iR}{kT}.$$

The number $a$ compares the electrical energy gained over one radius with the thermal energy. Conservation of ions on the surface gives

$$\frac{\partial n}{\partial t}=-\frac{1}{R\sin\theta}\frac{\partial(\sin\theta\,J)}{\partial\theta}=\frac1R\frac{\partial(\sin\theta\,J)}{\partial\mu},$$

and therefore, with $\sin^2\theta=1-\mu^2$,

$$\frac{\partial n}{\partial t}=\frac{D}{R^2}\frac{\partial}{\partial\mu}\left[(1-\mu^2)\left(\frac{\partial n}{\partial\mu}-an\right)\right]. \tag{2}$$

## Where the factor 2 comes from

Set $a=0$. The Legendre polynomials satisfy $\partial_\mu[(1-\mu^2)\partial_\mu P_l]=-l(l+1)P_l$, so a disturbance of shape $P_l$ decays at the rate $l(l+1)D/R^2$. The mode $l=0$ does not decay, because the number of ions is conserved. The dipole is $l=1$, for which

$$\frac{\partial}{\partial\mu}(1-\mu^2)=-2\mu .$$

Its rate is $2D/R^2$, and its time is $\tau=R^2/(2D)$.

The same time governs the mean cosine of independent ions from any starting distribution. Multiply equation (2) by $\mu$ and integrate by parts twice. The boundary terms vanish because $1-\mu^2$ is zero at both poles:

$$\int_{-1}^1\mu\,\partial_\mu\left[(1-\mu^2)\partial_\mu n\right]d\mu=-\int_{-1}^1(1-\mu^2)\,\partial_\mu n\,d\mu=-2\int_{-1}^1\mu n\,d\mu .$$

Hence $\langle\mu\rangle$ decays as $e^{-t/\tau}$, although higher modes may be present. A simulated random walk shows this directly. With 40,000 walkers started at one pole and moved in 200 small steps over the time $\tau$, the mean cosine was 0.3667, while $e^{-1}=0.3679$. A cosine lies between $-1$ and $1$, so the standard error of the mean is at most $1/\sqrt{40000}=0.005$, and the difference is within it.

## Response to a given inner field

Write $n=\sigma_0+n_1$ and keep terms of first order in the field. In the drift term $an$ becomes $a\sigma_0$, and

$$-a\sigma_0\frac{\partial}{\partial\mu}(1-\mu^2)=2a\sigma_0\mu .$$

The drive is thus a pure dipole. Put $n_1=N_1\mu$:

$$i\omega N_1=\frac{D}{R^2}\left(-2N_1+2a\sigma_0\right)=\frac{1}{\tau}\left(a\sigma_0-N_1\right).$$

Solving for $N_1$ gives

$$n_1=\frac{q\sigma_0RE_i}{kT}\,\frac{\mu}{1+i\omega\tau}. \tag{3}$$

Positive ions gather where $\mu>0$, on the side towards which the field points. The area element is $2\pi R^2d\mu$ and $\int_{-1}^1\mu^2d\mu=2/3$, so the dipole moment of the ions is

$$P=\int qn_1R\mu\,dA=\frac{4\pi R^4q^2\sigma_0}{3kT}\,\frac{E_i}{1+i\omega\tau}.$$

Division by the volume $4\pi R^3/3$ gives the polarization $q^2\sigma_0RE_i/[kT(1+i\omega\tau)]$. Multiplication by $4\pi/E_i$ turns it into the added permittivity of equation (1).

The static value also follows from equilibrium statistics. In a constant field the flux vanishes when $\partial_\mu n=an$, that is, for the Boltzmann distribution $n\propto e^{a\mu}$. Its mean cosine is

$$\langle\mu\rangle=\coth a-\frac1a=\frac a3-\frac{a^3}{45}+\dots$$

With $4\pi R^2\sigma_0$ ions the linear term gives $P=4\pi R^2\sigma_0\,qR\,a/3$, which is the static dipole found above. The diffusion coefficient has dropped out: $D$ sets the time and not the strength. At $a=1$ the Boltzmann value is 0.3130 and the linear one 0.3333, so the linear theory is then about 6 % too high.

## From surface charge to particle permittivity

It remains to show that equation (1) may be used in an ordinary boundary-value problem. Let $E_{\rm out}$ be the radial field just outside. Besides $qn_1$, the interface carries a charge density $f$ brought by conduction through the medium. An outward field carries positive charge away from the interface, so

$$i\omega f=-K_eE_{\rm out}.$$

Gauss's law reads $\varepsilon_eE_{\rm out}-\varepsilon_iE_i\mu=4\pi(qn_1+f)$. Moving $f$ to the left gives

$$\varepsilon_e^*E_{\rm out}-\varepsilon_iE_i\mu=4\pi qn_1,\qquad \varepsilon_e^*=\varepsilon_e+\frac{4\pi K_e}{i\omega}. \tag{4}$$

The counterion charge stays on the right because it moves along the surface and is not supplied by the medium. Now insert equation (3). The right side is $\Delta E_i\mu/(1+i\omega\tau)$, and hence

$$\varepsilon_e^*E_{\rm out}=\varepsilon_pE_i\mu .$$

This is the condition at a plain sphere of permittivity $\varepsilon_p$. For dipolar excitation the field outside is the same as if the counterions were absent and the sphere had this permittivity. Do not add the surface charge a second time in the code.

## Relaxation at a given applied field

Let the field far away be $E_0$. The outer potential is $(-E_0r+d/r^2)\mu$, where $d$ is the induced moment. Continuity at $R$ gives $d=(E_0-E_i)R^3$, and the radial field outside is then

$$E_{\rm out}=\left(E_0+\frac{2d}{R^3}\right)\mu=(3E_0-2E_i)\mu .$$

With $\varepsilon_e^*(3E_0-2E_i)=\varepsilon_pE_i$ it follows that

$$E_i=\frac{3\varepsilon_e^*}{\varepsilon_p+2\varepsilon_e^*}E_0,\qquad d=R^3E_0\,\frac{\varepsilon_p-\varepsilon_e^*}{\varepsilon_p+2\varepsilon_e^*}.$$

A free decay $e^{st}$ needs no applied field. It occurs where the denominator vanishes with $i\omega$ replaced by $s$:

$$g+\frac{8\pi K_e}{s}+\frac{\Delta}{1+s\tau}=0,\qquad g=\varepsilon_i+2\varepsilon_e. \tag{5}$$

**Insulating medium.** For $K_e=0$ equation (5) gives $1+s\tau=-\Delta/g$. The decay time $-1/s$ is

$$\tau_{\rm ins}=\frac{\tau}{1+\Delta/g}.$$

The displaced ions create an inner field that drives them back, and this restoring drift adds to diffusion.

**Conducting medium.** Multiply equation (5) by $s(1+s\tau)/(8\pi K_e)$ and define

$$\tau_c=\frac{g}{8\pi K_e},\qquad {\rm Du}=\frac{q^2\sigma_0D}{kT\,K_eR}.$$

Here $\tau_c$ is the charging time of the interface, and Du is the surface conductance $q^2\sigma_0D/kT$ divided by $K_eR$. From the definitions,

$$\frac{\Delta}{8\pi K_e}=\frac{q^2\sigma_0R}{2kTK_e}={\rm Du}\,\frac{R^2}{2D}={\rm Du}\,\tau .$$

The condition becomes $(1+s\tau)(1+s\tau_c)+{\rm Du}\,\tau s=0$. With $T=-1/s$ this is

$$T^2-\left[\tau(1+{\rm Du})+\tau_c\right]T+\tau\tau_c=0. \tag{6}$$

The two roots add up to the bracket, and their product is $\tau\tau_c$. If $\tau_c\ll\tau$, the small root is near $\tau_c/(1+{\rm Du})$. Subtracting it from the sum leaves the slow root

$$T\simeq\tau(1+{\rm Du})+\tau_c\frac{{\rm Du}}{1+{\rm Du}}\simeq\tau(1+{\rm Du}).$$

Thus $R^2/(2D)$ is also the time at fixed applied field when $\tau_c\ll\tau$ and ${\rm Du}\ll1$, provided the screening charge may be placed at the surface ($\beta\ll1$). The medium then delivers screening charge fast enough to cancel the field of the displaced ions. The small lengthening has a definite sign. As the ion dipole decays, the screening charge lags behind it and is slightly too large. The excess produces an inner field that holds the ions in their displaced positions.

## The suspension

Surround each sphere by a concentric cell of medium with radius $b$, so that the volume fraction is $p=(R/b)^3$. On the cell boundary prescribe the potential $-Eb\mu$ of a mean field $E$. A homogeneous cell of permittivity $\varepsilon^*$ would have the radial displacement $\varepsilon^*E\mu$ there, and this defines $\varepsilon^*$. For equal spheres the cell is an approximation; to first order in $p$ it agrees with adding the moments $d$ of isolated spheres.

In the medium take the potential $(-Ar+BR^3/r^2)\mu$. The conditions at $R$ are $E_i=A-B$ and $\varepsilon_e^*(A+2B)=\varepsilon_p(A-B)$, so

$$B=KA,\qquad K=\frac{\varepsilon_p-\varepsilon_e^*}{\varepsilon_p+2\varepsilon_e^*}.$$

At $b$ the potential requires $A(1-pK)=E$, and the displacement is $\varepsilon_e^*(A+2pB)\mu$. Therefore

$$\varepsilon^*=\varepsilon_e^*\,\frac{1+2pK}{1-pK}. \tag{7}$$

With $x=\varepsilon_p/\varepsilon_e^*$ and $K=(x-1)/(x+2)$, the fraction is

$$\frac{2(1-p)+(1+2p)x}{(2+p)+(1-p)x}=F_0+\frac{Mx}{1+cx}.$$

The constant $F_0$ is the value at $x=0$, and $c$ is the ratio of the coefficients in the denominator:

$$F_0=\frac{1-p}{1+p/2},\qquad c=\frac{1-p}{2+p}.$$

The factor $M$ is the slope at $x=0$:

$$M=\frac{(1+2p)(2+p)-2(1-p)^2}{(2+p)^2}=\frac{9p}{4(1+p/2)^2}.$$

In the numerator the terms without $p$ and those with $p^2$ cancel, and $5p+4p=9p$ remains. Equation (7) is thus identical to

$$\varepsilon^*=F_0\varepsilon_e^*+\frac{M\varepsilon_p}{1+c\,\varepsilon_p/\varepsilon_e^*}. \tag{8}$$

**Low-frequency limit.** For $K_e>0$, $\varepsilon_e^*$ grows as $1/\omega$, so $\varepsilon_p/\varepsilon_e^*\to0$. Apart from the steady conduction term $4\pi K_eF_0/(i\omega)$, the permittivity tends to

$$\varepsilon_s=F_0\varepsilon_e+M(\varepsilon_i+\Delta). \tag{9}$$

The counterions contribute Schwarz's increment

$$M\Delta=\frac{9p}{4(1+p/2)^2}\,\frac{4\pi q^2\sigma_0R}{kT}.$$

Within the cell model this static value does not require small Du.

**Dispersion.** Let $\omega\tau_c\ll1$ and let $\Delta/|1+i\omega\tau|$ be large compared with $\varepsilon_i$. Then $\varepsilon_e^*\simeq4\pi K_e/(i\omega)$ and, since $\Delta/(4\pi K_e)=2{\rm Du}\,\tau$,

$$\frac{\varepsilon_p}{\varepsilon_e^*}\simeq\frac{2{\rm Du}\,i\omega\tau}{1+i\omega\tau}.$$

Put this into the second term of equation (8) and multiply numerator and denominator by $1+i\omega\tau$. The counterion part is

$$\frac{M\Delta}{1+i\omega\tau_s},\qquad \tau_s=\tau\left[1+2{\rm Du}\,\frac{1-p}{2+p}\right]. \tag{10}$$

To this order the shape remains a single Debye relaxation of unchanged strength, and Du alters its time. For $p\to0$ the time becomes $\tau(1+{\rm Du})$, as found for one sphere.

## Worked example

Take round parameters, chosen for illustration and not for a particular suspension: $R=100$ nm, $\sigma_0=10^{12}$ cm$^{-2}$, $D=10^{-5}$ cm$^2$/s, singly charged ions, 300 K, $\varepsilon_i=2.5$, $\varepsilon_e=80$, $K_e=10^9$ s$^{-1}$ and $p=0.1$. Each sphere carries about 1257 counterions. The particle time is

$$\tau=\frac{(10^{-5}\ {\rm cm})^2}{2\times10^{-5}\ {\rm cm^2/s}}=5.00\ \mu{\rm s},$$

and $1/(2\pi\tau)=31.8$ kHz. With $q=4.803\times10^{-10}$ esu and $kT=4.142\times10^{-14}$ erg,

$$\Delta=\frac{4\pi(4.803\times10^{-10})^2(10^{12})(10^{-5})}{4.142\times10^{-14}}=700 .$$

This exceeds both ordinary permittivities by far. The surface conductance is 55.7 cm/s, so ${\rm Du}=55.7/(10^9\times10^{-5})=0.0056$. The charging time is $\tau_c=162.5/(8\pi\times10^9)$ s $=6.5$ ns, far below $\tau$.

For one sphere at fixed applied field the results are

- conducting medium: $5.00\times1.0056=5.03\ \mu$s;
- the same medium with $K_e=0$: $5.00/(1+700/162.5)=0.94\ \mu$s.

Reading the second time as $R^2/(2D)$ would overestimate $D$ by a factor $5.00/0.94=5.3$.

For the suspension $M=0.9/(4\times1.05^2)=0.204$, and the increment is $0.204\times700=143$. Without mobile counterions the static permittivity would be 69; with them it is 212. Equation (10) gives $\tau_s=5.02\ \mu$s. These values for the conducting medium are those of the model with $\lambda\to0$. An aqueous salt solution of this conductivity (0.11 S/m) has a Debye length of about 3.6 nm, so $\beta\approx0.3$, and the increment and time are then closer to 110 and 3.9 $\mu$s; see the last section.

The table compares this increment dispersed with the bare time $\tau$ against a direct numerical solution of the cell conditions. There the ion response came from equation (2), linearized and discretized by finite volumes on 200 equal cells in $\mu$. The conduction term and the static permittivity without ions were subtracted.

| $\omega\tau$ | $\varepsilon'$, cell | $\varepsilon'$, Debye | $\varepsilon''$, cell | $\varepsilon''$, Debye |
|---|---|---|---|---|
| 0.1 | 141.42 | 141.43 | 14.21 | 14.14 |
| 1 | 71.08 | 71.42 | 71.42 | 71.42 |
| 10 | 1.40 | 1.41 | 14.08 | 14.14 |

The loss of the cell is higher than Debye at low frequency and lower at high frequency. Equation (10) accounts for this: $\tau_s$ exceeds $\tau$ by 0.5 %, and the loss is proportional to the time well below the peak and to its inverse well above it.

## Use and limits

Evaluate equation (8) with $\varepsilon_p$ from equation (1), and drop $4\pi K_eF_0/(i\omega)$ analytically if the dielectric part is wanted. This avoids subtracting two large numbers at low frequency.

To obtain $D$ from a measured time $\tau_s$ in a conducting medium, first find $\Delta$ by dividing the measured increment by $M$. The correction in equation (10) does not contain $D$, because ${\rm Du}\,\tau=\Delta/(8\pi K_e)$. Hence

$$D=\frac{R^2}{2\left[\tau_s-c\Delta/(4\pi K_e)\right]} .$$

When $\tau_c$ is not small compared with $\tau$, this formula does not apply. Equation (6) then gives the free decay times of a single sphere, but a loss peak need not lie exactly at one of them. Fit a measured spectrum with the full equation (8).

All results for the conducting medium also need $\beta\ll1$. The screening charge lies in a diffuse layer at a mean distance $\lambda$ from the surface. For $\omega\tau_c\ll1$ it is $4\pi f\simeq-\varepsilon_pE_i\mu$, and the potential changes by $4\pi f\lambda/\varepsilon_e$ across the layer. Outside the layer the potential at $R$ is then $-E_iR\mu\,[1+\lambda\varepsilon_p/(\varepsilon_eR)]$, so to leading order in $\lambda/R$ the particle acts with $\varepsilon_p/[1+\lambda\varepsilon_p/(\varepsilon_eR)]$. For the counterion term this divides both $\Delta$ and $\tau$ by $1+\beta$, where $\beta=4\pi q^2\sigma_0\lambda/(\varepsilon_ekT)$ does not depend on $R$. For a symmetric salt with ion diffusion coefficient $D_b$, $\lambda^2=\varepsilon_eD_b/(4\pi K_e)$. With $D_b=2\times10^{-5}$ cm$^2$/s the medium of the example has $\lambda=3.6$ nm and $\beta=0.31$. This shortens the time far more than Du lengthens it, and the formula above then gives $D$ about 30 % too high. To leading order the remedy is to multiply that $D$ by $1-\Delta_m\lambda/(\varepsilon_eR)$, where $\Delta_m$ is the measured increment divided by $M$.

Linear response is assured at all frequencies if $a\ll1$. In the example the field scale $kT/(qR)$ is 2585 V/cm, and it refers to the inner field. In the conducting medium $E_i$ is close to $\tfrac32E_0$ when $|\varepsilon_p|\ll|\varepsilon_e^*|$, so it is enough to keep the applied field well below two thirds of that scale.

The model also assumes that the ions stay on the surface. If they exchange with the electrolyte within a time comparable to $\tau$ or shorter, equation (2) acquires a source term, and the salt concentration around the sphere must be solved for as well. Neither $\Delta$ nor $\tau$ can then be taken over without a new calculation. This is the usual situation for the ions of a diffuse double layer. Without a barrier they exchange with the electrolyte in a time of order $\varepsilon_e/(4\pi K_e)$, which is 6 ns for the medium of the example. The formulas, including the one for $D$, are therefore meant for counterions that are held at the surface for much longer than $\tau$ and can still move along it. A spread of radii also changes the spectrum: $\Delta$ grows as $R$ and $\tau$ as $R^2$, so each size contributes its own strength and time, and a single Debye term no longer describes the sum.
